\section*{Diffusivity of a lattice with weakly random symmetric bond rates}

\section{Problem}

An oxidant molecule hops between neighbouring interstitial sites of a $d$-dimensional hypercubic lattice with spacing $a$. A bond $b$ is crossed at the same rate in both directions,
\begin{equation}
w_b=\bar w\,(1+\delta_b),\qquad \mathbb E[\delta_b]=0,\qquad \mathbb E[\delta_b^2]=\sigma^2,\qquad |\delta_b|\le\eta<1 .
\end{equation}
The $\delta_b$ are independent, identically distributed and frozen in time; $\mathbb E$ denotes the average over them. Thus $\bar w$ is the arithmetic mean rate and $\sigma^2$ the relative rate variance. Without disorder the diffusivity is $a^2\bar w$. Find its leading change when the disorder is weak, and bound what is left out.

\section{A tempting solution}

To advance along $x$, the molecule must cross one $x$-bond after another. The bonds then act as resistances in series. The resistance of a bond is proportional to $1/w_b$, so the effective rate should be the harmonic mean,
\begin{equation}
w_{\rm eff}=\frac{1}{\mathbb E[1/w_b]} .
\end{equation}
Let $\mu_3=\mathbb E[\delta_b^3]$. Since $1/(1+\delta)=1-\delta+\delta^2-\delta^3+\dots$,
\begin{equation}
\frac{w_{\rm eff}}{\bar w}=\frac{1}{1+\sigma^2-\mu_3+\dots}=1-\sigma^2+\mu_3+\dots ,
\label{eq:series}
\end{equation}
where the omitted terms are of fourth order in $\delta$. The reduction would be $\sigma^2$, whatever the dimension.

\section{Where it fails}

Impose a steady concentration gradient along $x$. With symmetric rates, the flux through a bond is $w_b$ times the concentration drop across it. Resistances in series carry the same flux $J$, so the argument assigns the drop $J/w_b$ to every $x$-bond and no flux, hence no drop, to the lateral bonds.

Now go round an elementary square containing two parallel $x$-bonds, with rates $w_1$ and $w_2$, and two lateral bonds. Concentration has a single value at each site, so the signed drops must add to zero:
\begin{equation}
\frac{J}{w_1}+0-\frac{J}{w_2}-0=0 .
\end{equation}
This is false unless $w_1=w_2$. Lateral drops must appear, and they drive flux around the slow bonds. In $d=1$ there are no such squares and the series argument stands.

The opposite guess, an equal drop across every $x$-bond, fails differently. The fluxes into and out of a site along $x$ would be proportional to two different rates, and molecules would accumulate. The correct field must have single-valued concentrations and conserved flux together.

\section{Correct solution}

\subsection{Diffusivity from a conserved field}

Take a periodic cubic cell with $N$ sites and at least three sites per side. Orient each bond along its positive axis. For a site function $\phi$, let $(\nabla\phi)_b=\phi_{\rm head}-\phi_{\rm tail}$. The transpose acts on a bond function $v$ as
\begin{equation}
(\nabla^{T}v)_i=\sum_{b\ \text{into}\ i}v_b-\sum_{b\ \text{out of}\ i}v_b .
\end{equation}
Let $e_b=1$ on $x$-bonds and $e_b=0$ on the others, and write $\langle u,v\rangle=\sum_b u_bv_b$. Choose a periodic $\phi$ such that
\begin{equation}
\nabla^{T}wF=0,\qquad F=e+\nabla\phi ,
\label{eq:corrector}
\end{equation}
where $w$ multiplies each bond by its rate. Such a $\phi$ exists. The matrix $\nabla^T w\nabla$ annihilates constants and nothing else, because all rates are positive and the lattice is connected; the source $-\nabla^Twe$ sums to zero over the sites, so it is orthogonal to the constants.

Let $X(t)$ be the molecule's $x$-coordinate, not folded back into the cell, and let $i(t)$ be its site. Consider
\begin{equation}
M(t)=X(t)/a+\phi_{i(t)} .
\end{equation}
A forward jump along $b$ changes $M$ by $F_b$, a backward jump by $-F_b$. The mean rate of change of $M$ at site $i$ is therefore
\begin{equation}
\sum_{b\ \text{out of}\ i}w_bF_b-\sum_{b\ \text{into}\ i}w_bF_b=-(\nabla^TwF)_i=0 .
\end{equation}
Successive increments of $M$ then have zero mean given the past, so they are uncorrelated and their mean squares add. Start the molecule with equal probability on every site; symmetric rates preserve this distribution. Each bond can be crossed from either end, so it counts twice:
\begin{equation}
\mathbb E_{\rm walk}\big[(M(t)-M(0))^2\big]=\frac{2t}{N}\sum_b w_bF_b^2 .
\end{equation}
In a fixed cell $\phi$ is bounded, so replacing $M$ by $X/a$ changes this by at most order $\sqrt t$. Dividing the mean square displacement by $2t$ and letting $t\to\infty$ gives
\begin{equation}
D=\frac{a^2}{N}\langle F,wF\rangle=\frac{a^2}{N}\langle e,wF\rangle .
\label{eq:D}
\end{equation}
The second form holds because $\langle\nabla\phi,wF\rangle=\langle\phi,\nabla^TwF\rangle=0$. Below, the diffusivity of the random lattice means the average of \eqref{eq:D} over the disorder, with $N\to\infty$ taken after $t\to\infty$.

\subsection{Expansion}

Define
\begin{equation}
P=\nabla(\nabla^T\nabla)^{-1}\nabla^T ,
\end{equation}
with the inverse taken on functions of zero sum. Then $P^T=P$, $P^2=P$ and $P\nabla\phi=\nabla\phi$: $P$ projects orthogonally onto gradients of periodic functions. Each site has one incoming and one outgoing $x$-bond, so $\nabla^Te=0$ and $Pe=0$.

Put $g=\nabla\phi$ and let $\delta$ multiply each bond by $\delta_b$. Dividing \eqref{eq:corrector} by $\bar w$ and applying $\nabla(\nabla^T\nabla)^{-1}$ gives
\begin{equation}
0=P(1+\delta)(e+g)=Pe+Pg+P\delta(e+g)=g+P\delta(e+g).
\end{equation}
Hence $g=-P\delta(e+g)$, and iteration yields
\begin{equation}
g=-P\delta e+P\delta P\delta e-\dots
\label{eq:g}
\end{equation}
The series converges because a projector does not lengthen a vector and $\delta$ multiplies its length by at most $\eta<1$.

Insert this in \eqref{eq:D}:
\begin{equation}
\frac{D}{a^2\bar w}=\frac1N\big[\langle e,e\rangle+\langle e,g\rangle+\langle e,\delta e\rangle+\langle e,\delta g\rangle\big].
\end{equation}
There is one $x$-bond per site, so $\langle e,e\rangle=N$. Also $\langle e,g\rangle=\langle e,Pg\rangle=\langle Pe,g\rangle=0$. Therefore
\begin{equation}
\frac{D}{a^2\bar w}=1+\frac1N\big[\langle e,\delta e\rangle-\langle\delta e,P\delta e\rangle+\langle\delta e,P\delta P\delta e\rangle-\dots\big].
\label{eq:expansion}
\end{equation}

\subsection{Averaging and counting}

The first-order term averages to zero. At second order, independence gives $\mathbb E[\delta_b\delta_{b'}]=\sigma^2$ for $b=b'$ and zero otherwise:
\begin{equation}
\frac1N\mathbb E\langle\delta e,P\delta e\rangle
=\frac1N\sum_{b,b'}e_be_{b'}P_{bb'}\mathbb E[\delta_b\delta_{b'}]
=\frac{\sigma^2}{N}\sum_b e_b^2P_{bb}.
\end{equation}
The diagonal of $P$ follows from counting. The trace of a projector is the dimension of the space it projects onto. Functions on $N$ sites, with constants discarded, produce $N-1$ independent gradients, so $\operatorname{tr}P=N-1$. The cell has $dN$ bonds, and translations and exchanges of axes carry any bond into any other. All diagonal elements are thus equal:
\begin{equation}
P_{bb}=\frac{N-1}{dN}=\frac1d\Big(1-\frac1N\Big)\longrightarrow\frac1d .
\label{eq:share}
\end{equation}
Since $\sum_b e_b^2=N$, the result is
\begin{equation}
\boxed{\,D=a^2\bar w\Big[1-\frac{\sigma^2}{d}+R\Big]\,}
\label{eq:result}
\end{equation}
with $R$ containing third and higher orders.

At third order, $\mathbb E[\delta_b\delta_{b'}\delta_{b''}]$ vanishes unless all three bonds coincide, because a bond occurring once contributes a factor of zero mean. The term is $\mu_3P_{bb}^2\to\mu_3/d^2$. For $d=1$, both coefficients agree with \eqref{eq:series}.

\subsection{Bound on the remainder}

The term of order $m\ge2$ in \eqref{eq:expansion} has magnitude $|\langle\delta e,P(\delta P)^{m-2}\delta e\rangle|/N$. It contains $m-2$ inner factors $\delta$, each lengthening a vector by at most $\eta$, so it is at most $\eta^{m-2}\langle\delta e,\delta e\rangle/N$. The average of this bound is $\eta^{m-2}\sigma^2$. Summing from $m=3$,
\begin{equation}
|R|\le\sigma^2(\eta+\eta^2+\dots)=\frac{\sigma^2\eta}{1-\eta}.
\end{equation}
The bound does not depend on $N$ and survives the limit of a large cell. Relative to $\sigma^2/d$ it is $d\eta/(1-\eta)$, which vanishes as the disorder is scaled to zero at fixed $d$. This establishes $\sigma^2/d$ as the leading reduction. If $\mu_3=0$, the sum starts at $m=4$ and $|R|\le\sigma^2\eta^2/(1-\eta)$.

\section{What the factor $1/d$ means}

Fix $\delta_b$ on one $x$-bond and average over the others. To first order, \eqref{eq:g} gives
\begin{equation}
\mathbb E[F_b\,|\,\delta_b]=1-\frac{\delta_b}{d},\qquad
(1+\delta_b)\Big(1-\frac{\delta_b}{d}\Big)=1+\Big(1-\frac1d\Big)\delta_b+O(\delta_b^2).
\end{equation}
The first expression is the concentration drop, the second the flux in units of $\bar w$. In one dimension the drop adjusts fully and the flux does not respond: this is the series picture. In high dimension the drop hardly adjusts and the flux follows the local rate, as in the equal-drop picture. The number $1/d$ is the share of the adjustment taken by the drop.

The counting uses dimension only through the number of bonds. Consider another lattice with $z$ neighbours per site, all bonds equivalent, and $\nabla^Te=0$, where $e_b$ is now the $x$-displacement along $b$ divided by the hop length. It has $zN/2$ bonds, so $P_{bb}\to2/z$. Dividing by the clean value $\langle e,e\rangle/N$ gives the relative reduction $2\sigma^2/z$. The hypercubic lattice has $z=2d$. The diamond lattice is also three-dimensional but has $z=4$, and its reduction is $\sigma^2/2$.

Independence matters as well. Let all $x$-bonds in one layer normal to $x$ share a rate, and let the layers alternate between $\bar w(1+\varepsilon)$ and $\bar w(1-\varepsilon)$. Parallel paths are then identical, no lateral drops arise, and the series argument is valid:
\begin{equation}
\frac{D}{a^2\bar w}=\left[\frac12\left(\frac1{1+\varepsilon}+\frac1{1-\varepsilon}\right)\right]^{-1}=1-\varepsilon^2=1-\sigma^2 .
\end{equation}

Two numerical tests bear on the coefficients. Varying one bond at a time in a three-dimensional cell of 64 sites and solving \eqref{eq:corrector} in full gave a variance coefficient of $-0.32814$; equation \eqref{eq:share} predicts $-0.32812$. Random networks with $\delta_b=\pm0.2$ and 900 or 1000 sites gave ratios of reduction to variance of 0.999, 0.499 and 0.342 for $d=1,2,3$. These averages used eight random patterns, each taken with both signs, and in $d=3$ carry a sampling error of about 0.004. The last lies about 3\% above $1/3$, mostly through this noise: cells of 27000 sites give 0.336, so higher orders account for only about 1\%. In $d=2$ duality makes $D$ the geometric mean of the two rates, and the large-cell ratio is $(1-\sqrt{1-\sigma^2})/\sigma^2=0.505$.

\section{Example: oxygen in a crystalline silica scale}

Silica scales on hot silicon carbide can crystallize to cristobalite, through which O$_2$ can move as an interstitial molecule. In the ideal high-temperature crystal all cage-to-cage barriers are equal on average over thermal motion. Slight disorder is modelled here by a small independent scatter of the barriers. The model applies only to differences that persist over many hops, such as those left by fixed defects, and not to the rapid vibrations of the framework. It also treats the barriers as independent, whereas a real defect may shift several neighbouring barriers together. Take $T=1600$ K, $a=0.30$ nm, a mean barrier of 1.20 eV, a prefactor of $10^{12}$ s$^{-1}$, and barriers shifted by $\pm0.04$ eV with equal probability. These are round inputs; the scatter in particular is chosen, not measured. The mean barrier, like the dissolved concentration used below, is close to the values usually quoted for amorphous silica and is not established here for cristobalite. A change of 0.3 eV in the barrier alters $D$ by a factor of about nine, so the relative reductions, not the absolute diffusivities, are the result of this example.

With $k_BT=0.1379$ eV, the shift is $u=0.04/0.1379=0.290$ in thermal units. The two rates are $2.219\times10^8$ and $1.242\times10^8$ s$^{-1}$, with mean $\bar w=1.731\times10^8$ s$^{-1}$. Hence
\begin{equation}
\eta=\frac{2.219-1.242}{2\times1.731}=0.282,\qquad
\sigma^2=\eta^2=0.0797,\qquad \frac{\sigma^2}{3}=2.66\% .
\end{equation}
The arithmetic mean gives $a^2\bar w=(3.0\times10^{-8}\,\mathrm{cm})^2\bar w=1.558\times10^{-7}$ cm$^2$/s. The leading reduction brings this to
\begin{equation}
D=1.516\times10^{-7}\ \mathrm{cm^2/s}=1.516\times10^{-11}\ \mathrm{m^2/s}.
\end{equation}
The series argument would have subtracted 8.0\%, three times as much.

Here $\mu_3=0$, and the bound on higher orders is 0.88 percentage points. Solving random cubic networks puts the whole reduction at 2.70\%, so the higher orders add about 0.05 points and lower $D$ to $1.515\times10^{-7}$ cm$^2$/s.

A reduction from the arithmetic mean need not be a reduction from the crystal without scatter. Let $w_0$ be the rate at the mean barrier, held fixed. Then $\bar w=w_0\cosh u$ and $\sigma^2=\tanh^2u$, so
\begin{equation}
\frac{D}{a^2w_0}\simeq\cosh u\Big(1-\frac{\tanh^2u}{d}\Big)=1+u^2\Big(\frac12-\frac1d\Big)+O(u^4).
\end{equation}
On the cubic lattice weak scatter raises $D$ above the uniform-barrier value, here $1.494\times10^{-7}$ cm$^2$/s. The leading formula gives a gain of 1.5\%; the whole reduction of 2.70\% makes it 1.4\%. Low barriers raise the mean rate by more than detours and bottlenecks take away. With $z=4$, however, $1/d$ is replaced by $1/2$, and the gain cancels at order $u^2$.

\subsection{Comparison with the real scale}

That cancellation matters, because the cages of ideal high cristobalite form a diamond network, not a cubic one. At the same hop length and rates, the leading reduction becomes 3.98\%, and random diamond networks gave about 4.1\%. The geometry has a larger effect: the clean diffusivity is $\tfrac23a^2w$, since there are two bonds per site, each with $e_b^2=1/3$. The estimate for $D$ falls to about $1.0\times10^{-7}$ cm$^2$/s. Even this is an order-of-magnitude figure, since it is proportional to the rough prefactor and exponentially sensitive to the mean barrier.

Real cages may also differ in energy, which breaks the symmetry of the rates. Keep the saddle energies fixed and let $p_i=\exp(-E_i/k_BT)$, where $E_i$ is the site energy relative to its mean. The rate out of site $i$ through $b$ becomes $w_b/p_i$. Condition \eqref{eq:corrector} is unchanged, because $p_i$ divides the whole sum at a site. The equilibrium weight is now $p_i/\sum_jp_j$, whose numerator cancels the $1/p_i$ in the rates, so $D$ is divided by the mean of $p_i$. For $E_i=\pm0.04$ eV that mean is $\cosh u$, and $D$ drops by a further 4.1\%, more than the cubic barrier effect itself. This does not slow steady transport through the scale. With $n_i$ the occupation of site $i$, the flux through a bond is $w_b$ times the drop in $n_i/p_i$, so at fixed oxygen activity on the two faces the steady flux is unchanged; the dissolved amount rises by the same factor by which $D$ falls.

Other conditions shift the result as follows. Strain that correlates barriers in layers across the transport direction could raise the reduction towards the 8.0\% of the alternating stack. At 1300 K, with the barrier scatter unchanged, the leading cubic reduction is 3.9\%. Blocking of one molecule by another is negligible: a rough dissolved concentration of $5\times10^{16}$ cm$^{-3}$ fills only about two cages in a million, counting eight cages per cubic cell of edge near 0.72 nm (the cubic model, with one site per $a^3$, gives $1.35\times10^{-6}$). Exchange with network oxygen, grain boundaries and cracks are outside the model, and their effect is not estimated here.

Glass is a different regime. A shift of $\pm0.20$ eV, taken to represent strong disorder, gives $\sigma^2=0.80$ at 1600 K. The leading formula then predicts a reduction of 26.75\%, while cubic networks of 1000 sites give $34.4\%$ with a sampling error of 0.4 points. With $\eta\approx0.90$ the remainder bound exceeds one and guarantees nothing. The leading formula is then not enough, and a prediction for a real glass also needs that glass's own distribution of barriers, site energies and connections. The complete numerical output follows.

\section*{Computed results}
\begin{verbatim}
CHECKS: variance and third-moment coefficients, finite cells
d=1: N=12, variance coeff -0.91697 (formula -0.91667), third 0.84169
d=2: N=36, variance coeff -0.48616 (formula -0.48611), third 0.23642
d=3: N=64, variance coeff -0.32814 (formula -0.32812), third 0.10769
d=4: N=81, variance coeff -0.24692 (formula -0.24691), third 0.06097
diamond: N=54, variance coeff -0.49079 (formula -0.49074), third 0.24094
Random networks, delta=+-0.2: reduction/variance
  d=1: 0.9990 (1/d = 1.0000)
  d=2: 0.4992 (1/d = 0.5000)
  d=3: 0.3424 (1/d = 0.3333)
EXAMPLE INPUTS
temperature = 1600 K
thermal energy kT = 0.1379 eV
hop length = 0.30 nm
mean barrier = 1.20 eV
barrier shift = +-0.040 eV
prefactor = 1.0e+12 1/s
EXAMPLE RESULTS
shift over kT, u = 0.2901
fast rate = 2.2190e+08 1/s
slow rate = 1.2421e+08 1/s
arithmetic mean rate = 1.7306e+08 1/s
relative deviation eta = 0.2822
relative variance = 0.07966
leading reduction, d=3 = 2.655 %
D from arithmetic mean = 1.5575e-07 cm2/s
D with leading reduction = 1.5162e-07 cm2/s
D with leading reduction = 1.5162e-11 m2/s
D for one uniform barrier = 1.4942e-07 cm2/s
gain over uniform barrier = 1.470 %
NEGLECTED EFFECTS
reduction with all orders (networks) = 2.702 %
  sampling error of that value = 0.0006 %
bound on higher orders = 0.884 %
fourfold cages: leading reduction = 3.983 %
fourfold cages: computed reduction = 4.079 %
fourfold cages: clean D/(a^2 w) = 0.6667
site-energy scatter, extra reduction = 4.066 %
layers in series, reduction = 7.966 %
leading reduction at 1300 K = 3.913 %
dissolved O2, rough input = 5.0e+16 1/cm3
site occupancy (blocking) = 1.35e-06
glass-like shift = +-0.20 eV
  relative variance = 0.8025
  leading formula = 26.75 %
  computed reduction = 34.35 % (sampling error 0.35 %)
\end{verbatim}
